# Lindhard's Axial Channeling Angle from Continuum String Repulsion

## The numbers to be explained

For 2 MeV protons moving along the ⟨110⟩ atomic rows of gold, the formula

$$\psi_1=\sqrt{\frac{2Z_1Z_2e^2}{Ed}}$$

gives $1.138^\circ$. Yet a long row of atoms at rest prevents head-on collisions away from its ends up to $1.90^\circ$, and in a model with thermal displacements at 300 K the close-encounter yield reaches half its random value at about $0.93^\circ$. All three angles refer to the same ion, energy and row.

They differ because continuum repulsion fixes the scale $\psi_1$ but supplies no sharp critical angle. The potential of a static string diverges on its axis, so in the continuum an ion aimed at the string is turned back at any incidence angle. A finite critical angle needs a second ingredient: the discreteness of the row or the displacement of its atoms. For the static discrete row the critical angle is $F\psi_1$, with $F$ calculated below; thermal displacement is treated separately.

## Assumptions and string potential

Gaussian units are used. The ion has charge $Z_1e$, mass $M_1$, speed $v$ and non-relativistic energy $E=M_1v^2/2$. Its momentum $p=M_1v$ therefore satisfies $pv=2E$. The row has atomic number $Z_2$ and spacing $d$, and $\psi$ is the small angle to the row. Electronic energy loss and neighbouring rows are omitted at first and sized later.

The model pair potential is

$$V(R)=Z_1Z_2e^2\left[\frac1R-\frac1{\sqrt{R^2+3a^2}}\right].$$

It is Coulombic at small $R$ and screened at large $R$. The number 3 is a model choice. For a bare proton the Thomas–Fermi length is $a=(9\pi^2/128)^{1/3}a_0Z_2^{-1/3}$, with $a_0$ the Bohr radius.

The continuum potential at distance $r$ from the row is the average of $V$ along it, $U(r)=d^{-1}\int V\,dz$. Each term diverges logarithmically, so the integrals are first cut at $\pm L$:

$$\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}}=2\,\mathrm{arsinh}\frac Lr\longrightarrow 2\ln\frac{2L}{r}.$$

The second term is the same with $r$ replaced by $\sqrt{r^2+3a^2}$. In the difference $L$ cancels:

$$U(r)=\frac{Z_1Z_2e^2}{d}\ln\left(1+\frac{3a^2}{r^2}\right).$$

Differentiating $\ln(r^2+3a^2)-2\ln r$ gives the repulsive force

$$-U'(r)=\frac{Z_1Z_2e^2}{d}\,\frac{6a^2}{r(r^2+3a^2)}.$$

## From single deflections to the characteristic angle

While the ion passes one atom, $r$ is nearly constant and $dt=dz/v$. The transverse impulse is

$$\Delta p_\perp=-\frac1v\frac{d}{dr}\int V\,dz=-\frac{d}{v}U'(r),$$

where the fraction $d/v$ on the right is spacing over speed. Dividing by $p$ and using $pv=2E$ gives

$$\Delta\psi=-\frac{d}{2E}U'(r).$$

If many atoms share the deflection, $\Delta\psi/d$ becomes $d\psi/dz$. Since $\psi=dr/dz$ for motion in a plane through the row, multiplication by $2E\psi$ gives

$$2E\psi\frac{d\psi}{dz}=-U'(r)\frac{dr}{dz},
\qquad \frac{d}{dz}\left[E\psi^2+U(r)\right]=0.$$

The transverse energy $E_\perp=E\psi^2+U$ is conserved in this approximation. An ion arriving from far away at angle $\psi$ in such a plane turns where $\psi=0$ locally, so $E\psi^2=U(r_{\min})$. The definition of $\psi_1$ implies $Z_1Z_2e^2/d=E\psi_1^2/2$, and therefore

$$\psi=\psi_1\sqrt{\frac12\ln\left(1+\frac{3a^2}{r_{\min}^2}\right)}.$$

This is the sense in which string repulsion yields Lindhard's angle: $E\psi_1^2=2Z_1Z_2e^2/d$ is the transverse energy needed to approach within a distance of order $a$. The coefficient equals one when the logarithm is 2, or

$$r_{\min}=a\sqrt{\frac{3}{\exp(2)-1}}=0.685\,a.$$

Choosing this radius defines the scale $\psi_1$; nothing so far makes it a physical cutoff.

For gold, a rough lattice constant of 0.408 nm gives $d=0.408/\sqrt2=0.2885$ nm, and $a=0.01092$ nm. With $e^2=1.440$ eV nm,

$$\psi_1=\sqrt{\frac{2(79)(1.440)}{(2.0\times10^6)(0.2885)}}=0.01986\ \text{rad}=1.138^\circ.$$

The energy scale is $E\psi_1^2=789$ eV, and the radius for unit coefficient is 0.00748 nm.

The continuum step was tested by integrating Newton's equations through a row of separate atoms, starting at $r=15a$ with angle $0.5\psi_1$. The closest approach was 0.02308 nm. Conservation of $E_\perp$, including $U$ at the start, predicts 0.02309 nm. The ratio of final to initial $E_\perp$ was 1.00000.

## Discreteness and the static critical angle

Close to the axis an ion may move sideways by more than $r$ between two atoms, and the continuum fails. Introduce

$$x=\frac ra,\qquad \phi=\frac{\psi d}{a},\qquad \kappa=\frac{\psi_1d}{a}.$$

The slope change at one atom becomes

$$\Delta\phi=\frac da\,\frac{d}{2E}\,\frac{Z_1Z_2e^2}{d}\,
\frac{6a^2}{a^3x(x^2+3)}
=\frac{Z_1Z_2e^2d}{2Ea^2}\,\frac{6}{x(x^2+3)}.$$

Because $\kappa^2=2Z_1Z_2e^2d/(Ea^2)$, the prefactor is $\kappa^2/4$. Free flight followed by a deflection is the map

$$x_{n+1}=x_n+\phi_n,\qquad
\phi_{n+1}=\phi_n+\frac{\kappa^2}{4}\,\frac{6}{x_{n+1}(x_{n+1}^2+3)}.$$

In this impulse approximation $\kappa$ is the sole parameter. It is also an energy ratio:

$$\kappa^2=\frac{E'}{E},\qquad E'=\frac{2Z_1Z_2e^2d}{a^2}.$$

For $E>E'$ an ion at angle $\psi_1$ moves sideways by less than $a$ per spacing. Here $E'=551$ keV, so $\kappa=0.525$ at 2 MeV.

Define $\psi_c=F\psi_1$ as the incidence angle below which no ion can strike an atom centre of a long static row, far from its ends. The first few atoms below a crystal surface have too few atoms in front of them for full shadowing and can be struck at smaller angles. Two observations reduce its calculation to one minimization.

First, let $\mathbf r$ and $\boldsymbol\psi$ be the transverse position and slope vectors. A deflection is parallel to $\mathbf r$, and a flight changes $\mathbf r$ by $\boldsymbol\psi d$. Both leave $\mathbf r\times\boldsymbol\psi$ unchanged. A centre has $\mathbf r=0$, so paths that strike it have zero cross product and lie in a plane through the row.

Second, the reverse of a path striking a centre is a path emitted from that site. Thus one starts at $x_0=0$ with slope $\phi_0>0$, omits the emitting atom, applies the map, and minimizes the final $\phi/\kappa$ over $\phi_0$. A minimum exists: the first deflection diverges as $\phi_0\to0$, while for large $\phi_0$ the exit slope grows with $\phi_0$. By continuity every larger exit angle also occurs.

The coefficient of order one is visible after a single step. Near the axis the deflection is Coulombic, $\Delta\phi=\kappa^2/(2x)$, and the first neighbour is passed at $x=\phi_0$. In terms of angles,

$$\psi_{\rm after}=\psi_0+\frac{\psi_1^2}{2\psi_0}.$$

Setting the derivative to zero gives $\psi_0=\psi_1/\sqrt2$ and $\psi_{\rm after}=\sqrt2\,\psi_1$. Later atoms push the ion further outward. Each atom thus shadows its successor from ions incident at angles of order $\psi_1$.

At 2 MeV the complete map gives $F=1.671$, hence $\psi_c=1.671\times1.138^\circ=1.90^\circ$. An independent scan of incoming planar ions, with starting positions spread over one period, found the largest angle at which none crosses the row; it also gave 1.671. The criteria agree because shifting a crossing path by one period shifts the gap it crosses by one atom, and the transition must pass through an atom centre. Newtonian integration of the emitted paths gave 1.670, which tests the impulse approximation.

## High-energy and low-energy limits

For $\kappa\ll1$ the decisive collisions have $x\ll1$, where the deflection is $\kappa^2/(2x)$. Put $x=\kappa X$ and $\phi=\kappa P$. The map becomes

$$X_{n+1}=X_n+P_n,\qquad P_{n+1}=P_n+\frac1{2X_{n+1}},$$

with no parameter left. Farther out, the continuum holds and dividing $E_\perp$ by $E\psi_1^2$ gives the conserved quantity

$$f^2=P^2+\frac12\ln\left(1+\frac3{x^2}\right).$$

In the overlap region $\kappa\ll x\ll1$, the last term is $\ln(\sqrt3/x)=\ln(\sqrt3/\kappa)-\ln X$. At infinity $f$ is the exit angle in units of $\psi_1$. Minimizing over the initial slope therefore gives

$$F^2=\ln\frac{\sqrt3}{\kappa}+C,\qquad
C=\min_{P_0}\lim_{X\to\infty}(P^2-\ln X).$$

The map at $\kappa=0.01$ gives $C=1.598$. Between $\kappa=0.1$ and $0.01$, $F^2$ rises by 2.3026, as the predicted $\ln10$ requires. In this classical model with point nuclei, the static $F$ therefore grows without limit as $E$ increases, though slowly.

For $\kappa\gg1$ the decisive collisions have $x\gg\sqrt3$, where the deflection is $3\kappa^2/(2x^3)$. With $x=\sqrt\kappa\,Y$ and $\phi=\sqrt\kappa\,Q$ it becomes $\Delta Q=3/(2Y^3)$, again free of $\kappa$. The minimum exit value of $Q$ is a constant, found to be 1.9985. Since $F=\phi/\kappa=Q/\sqrt\kappa$,

$$F\simeq\frac{1.9985}{\sqrt\kappa},\qquad
\psi_c\simeq1.9985\sqrt{\frac{a\psi_1}{d}}\propto E^{-1/4}.$$

This form also requires the resulting angle to be small. The power $-1/4$ comes from the inverse-cube force of the model potential at large distance; an exponentially screened potential has no such limiting power law. The table compares the map with the logarithmic law, using $C=1.598$ throughout.

| $E/E'$ | $\kappa$ | $F$, map | $F$, log law |
|---:|---:|---:|---:|
| 0.01 | 10 | 0.612 | none |
| 0.1 | 3.16 | 1.014 | 0.998 |
| 1 | 1 | 1.464 | 1.465 |
| 10 | 0.316 | 1.816 | 1.816 |
| 100 | 0.1 | 2.110 | 2.109 |

At $\kappa=10$ the logarithmic expression for $F^2$ is negative and has no meaning; the other limit gives 0.632, about 3% above the map. The value near one at $E/E'=0.1$ does not validate the $\psi_1$ law there: $F$ is passing through one while it changes with energy.

## Thermal displacement

Atomic displacements remove the singular target on the axis. Let $u_1$ be the root-mean-square displacement in one Cartesian direction. In the transverse plane the mean square is $\rho^2=2u_1^2$, and for a Gaussian distribution the probability of a displacement larger than $r$ is $\exp(-r^2/\rho^2)$.

Consider emission from displacement $r_0$ into uniformly distributed small angles $\boldsymbol\psi_0$. Such emission has uniform density in $\psi_0^2$. In the continuum the exit angle obeys

$$\psi^2=\psi_0^2+\frac{U(r_0)}{E},$$

which merely shifts that density. Angle $\psi$ is populated if $U(r_0)<E\psi^2$, that is, if $r_0$ exceeds the turning radius $r_\psi$. Relative to random emission the yield is thus $\exp(-r_\psi^2/\rho^2)$, and time reversal makes this the close-encounter yield of an incident beam. Half yield occurs at $r_\psi^2=\rho^2\ln2$, so

$$\psi_{1/2}=\psi_1\sqrt{\frac12\ln\left(1+\frac{3a^2}{\rho^2\ln2}\right)}.$$

At fixed temperature this coefficient is independent of energy, which restores the $E^{-1/2}$ law within the continuum regime.

For $u_1$ a Debye spectrum is used. A mode of frequency $\omega$ in a crystal of atoms of mass $M_2$ contributes $(\hbar/2M_2\omega)\coth(\hbar\omega/2k_BT)$. Averaging with density $3\omega^2/\omega_D^3$ and setting $s=\omega/\omega_D$, $k_B\Theta=\hbar\omega_D$, gives

$$u_1^2=\frac{\hbar}{2M_2\omega_D}\int_0^1 3s\coth\left(\frac{s\Theta}{2T}\right)ds.$$

With a rough $\Theta=170$ K and $T=300$ K, $u_1=0.0088$ nm. Then $3a^2/(\rho^2\ln2)\simeq3.33$, and the coefficient is $\sqrt{\tfrac12\ln4.33}=0.86$.

A Monte Carlo calculation with 200,000 emissions displaced the emitter and every deflecting atom independently. It gave 0.82, or $0.93^\circ$. Between $2.5\psi_1$ and $3\psi_1$ its yield was 1.008 of random, as expected well outside the channeling dip. The continuum estimate of 0.86 uses the static string and so omits the displacement of the deflecting atoms. Averaging $U$ over their Gaussian displacement and evaluating it at the same half-yield radius gives 0.81. That displacement, rather than the discreteness of the row, accounts for the difference, which therefore does not vanish at higher energy.

## Use at plasma-processing energies

At 20 keV, $\kappa=5.25$ and $\psi_1=11.4^\circ$. The map gives $F=0.821$. Newtonian integration, which does not assume small angles, gives 0.813 for the sine of the critical angle divided by $\psi_1$, and hence $\psi_c=9.3^\circ$. The simple formula is about 22% larger than this static result.

The error in the energy scaling is more serious. From 2 MeV to 20 keV, $\psi_1$ grows tenfold, whereas the static critical angle grows from $1.90^\circ$ to $9.3^\circ$, a factor of 4.9. The limiting $E^{-1/4}$ law would give 3.2, so this interval spans the crossover and neither power describes all of it.

These cases correspond roughly to ion-beam analysis with MeV protons and to plasma immersion implantation at tens of kilovolts. Real atoms vibrate in both cases, so the static lattice is an idealization. At 2 MeV, replacing the static threshold by the thermal half-yield angle changes $1.90^\circ$ to $0.93^\circ$, although the two criteria also differ. No thermal angle was calculated at 20 keV. There, charge exchange also makes the bare-proton screening length uncertain, and molecular ions from a hydrogen plasma divide their energy among their nuclei. Molière's potential, defined below, moves the static angle to $9.5^\circ$ and the growth factor from 4.9 to 5.3. The value $9.3^\circ$ is therefore a model threshold and not a process tolerance.

## Size of the neglected effects at 2 MeV

**Screening.** Molière's potential replaces the bracket in $V$ by $R^{-1}\sum_i c_i\exp(-b_iR/a)$, with $c=(0.35,0.55,0.10)$ and $b=(0.3,1.2,6)$. The static $F$ falls from 1.671 to 1.589, or by 5%. The thermal half-yield angle falls from about $0.93^\circ$ to about $0.90^\circ$.

**Neighbouring rows.** Each row occupies a transverse area equal to the atomic volume divided by $d$, equivalent to a circle of radius 0.137 nm. There a single row gives $U=7.5$ eV, about 1% of $E\psi_1^2$. This only indicates the scale: the model $U$ falls as $1/r^2$ at large distance, so its sum over many rows grows logarithmically with the radius included.

**Relativity and recoil.** Replacing $2E$ by the relativistic $pv$ raises $\psi_1$ by 0.05%. The deflecting atom nearest the emission site takes up $E(M_1/M_2)(\Delta\psi)^2=1.3$ eV on the critical path, which is negligible beside $E$.

**Electrons.** A free electron (mass $m$) at impact parameter $b$ receives momentum $q=2e^2/(bv)$ from a proton. It takes energy $q^2/2m$, while the proton gains on average transverse energy $q^2/2M_1$, smaller by $m/M_1$. For electron density $n$, integrating over $2\pi nb\,db$ from $\hbar/(2mv)$ to $v/\omega_p$ gives the loss per length

$$S=\frac{4\pi ne^4}{mv^2}\ln\frac{2mv^2}{\hbar\omega_p},$$

where $\omega_p$ is the plasma frequency. Treating 11 outer electrons per atom as free gives $S\simeq39$ eV/nm. If every collision is counted as independent, the transverse heating is 0.021 eV/nm. This is an upper estimate for these electrons, because their collective response weakens the transverse kicks from distant collisions. Over 1 µm the heating by these electrons is then at most 21 eV, or 3% of $E\psi_1^2$, while the ion loses about 39 keV to them, or 2% of its energy. Inner electrons are omitted, and they more than double the loss: a Bethe estimate with all 79 electrons, a mean excitation energy near 790 eV and no shell correction gives about 95 eV/nm, close to 5% of the energy per µm. Scattering by thermally displaced atoms along the path is also omitted. It can heat ions that come close to the rows far more strongly, so the 21 eV is not a measure of dechannelling. Much longer paths need a calculation that follows the slowing of the ion, which also reduces its transverse kinetic energy.

## Implementation

1. Compute $a$, $\psi_1$ and $\kappa$ in consistent units, with angles in radians.
2. For a static row, iterate the emission map for $\phi_0$ between 0.2 and 5 times $\kappa/\sqrt{1+\kappa}$. Stop when all $x>40(1+\sqrt\kappa)$.
3. Add the remaining potential, evaluated halfway to the next atom: $f^2=\phi^2/\kappa^2+\frac12\ln[1+3/(x+\phi/2)^2]$. The smallest $f$ is $F$.
4. For $\kappa\le1$, the logarithmic law with $C=1.598$ reproduces the tabulated values to about 0.1%.
5. For a vibrating crystal with $E>E'$, use $\psi_{1/2}$ as a first estimate. In the gold example it lies about 5% above the single-row value with all atoms displaced. Correlated vibrations, surface damage and dechannelling with depth require a fuller simulation.

The numerical output lists the values at full printed precision.

## Table of computed values

```
e^2 = 1.43996 eV nm
Z1 = 1, Z2 = 79
lattice constant (rough input) = 0.408 nm
row spacing d = 0.2885 nm
screening length a = 0.01092 nm
limit energy E' = 550.6 keV
high energy E = 2.0 MeV
kappa at high E = 0.5247
psi1 at high E = 0.01986 rad
psi1 at high E = 1.138 deg
E psi1^2 at high E = 788.6 eV
radius for coefficient one = 0.00748 nm
same radius / a = 0.6852
turning point at 0.5 psi1, Newton = 0.02308 nm
turning point at 0.5 psi1, formula = 0.02309 nm
E_perp out/in, Newton = 1.00000
static F, emission map = 1.6707
static F, incoming scan = 1.6707
static F, Newton = 1.6696
static F, Moliere screening = 1.5885
static critical angle = 1.901 deg
E/E' = 0.01: kappa = 10.000, F = 0.6123
E/E' = 0.1: kappa = 3.162, F = 1.0144
E/E' = 1: kappa = 1.000, F = 1.4635
E/E' = 10: kappa = 0.316, F = 1.8161
E/E' = 100: kappa = 0.100, F = 2.1095
F^2 rise, kappa 0.1 to 0.01 = 2.3026
ln 10 = 2.3026
constant in F^2 log law = 1.5981
F sqrt(kappa), large kappa = 1.9984
temperature = 300 K
Debye temperature (rough input) = 170 K
1D rms displacement = 0.00880 nm
thermal half-angle/psi1, continuum = 0.856
thermal half-angle/psi1, Monte Carlo = 0.82
thermal half-angle, MC = 0.93 deg
MC yield at 2.5-3 psi1 / random = 1.008
low energy E = 20 keV
kappa at low E = 5.247
psi1 at low E = 11.38 deg
static F at low E, map = 0.8208
static F at low E, Newton = 0.8133
static angle at low E, Newton = 9.29 deg
cell radius per row = 0.1369 nm
U at cell radius = 7.46 eV
relativistic change of psi1 = 0.053 %
recoil energy, last deflector = 1.34 eV
outer-electron density = 647.8 nm^-3
plasmon energy of these = 29.89 eV
electronic loss estimate = 38.6 eV/nm
transverse heating estimate = 0.0210 eV/nm
depth to gain E psi1^2 = 37.5 um
```
